# Spherical cell-by-cell Coulomb sums compared with Ewald sums

Q: Coulomb sums in a crystal often converge only conditionally, so two recipes may disagree. What exactly are you comparing?

A: Take a lattice with vectors $\mathbf n$ and cell volume $V$, in Hartree atomic units. Each cell carries the same localized charge density $\rho$, made of point charges or Gaussians. It is neutral, $\int\rho\,d^3r=0$, and I define

$$\mathbf M=\int \mathbf r\,\rho\,d^3r,\qquad Q=\int r^2\rho\,d^3r .$$

$Q$ is the spherical second moment: the full trace, with no factor $1/3$. The first recipe adds whole cells inside a growing sphere,

$$\phi_S(\mathbf r)=\lim_{R\to\infty}\sum_{|\mathbf n|\le R}\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'-\mathbf n|}\,d^3r' .$$

The second is the Ewald potential $\phi_E$, which is lattice-periodic with zero cell average. The lattice need not be cubic.

Q: Each term $1/|\mathbf x-\mathbf n|$, with $\mathbf x=\mathbf r-\mathbf r'$, decays far too slowly. Why should the limit exist?

A: Since $\rho$ is neutral, I may subtract from each term any number independent of $\mathbf x$. I choose $c_{\mathbf n}=1/n$ for $\mathbf n\neq0$ and $c_{\mathbf 0}=0$, and study

$$K_R(\mathbf x)=\sum_{|\mathbf n|\le R}\left[\frac1{|\mathbf x-\mathbf n|}-c_{\mathbf n}\right].$$

The sphere contains $-\mathbf n$ whenever it contains $\mathbf n$. Averaging the two terms removes odd powers of $\mathbf x$:

$$\frac12\left[\frac1{|\mathbf n-\mathbf x|}+\frac1{|\mathbf n+\mathbf x|}\right]-\frac1n=\frac{x^2P_2(\hat{\mathbf n}\cdot\hat{\mathbf x})}{n^3}+O\!\left(\frac{x^4}{n^5}\right).$$

The last part converges absolutely. The $n^{-3}$ part needs its angular cancellation.

Q: A triclinic lattice has no spherical symmetry. Where does the cancellation come from?

A: From the shape of the summed region. Let $A(R)=\sum_{0<|\mathbf n|\le R}P_2(\hat{\mathbf n}\cdot\hat{\mathbf x})$, and replace each term by $1/V$ times the integral of $P_2$ over the cell around $\mathbf n$. The direction varies by $O(1/n)$ across a cell, and these errors add up to $O(R^2)$. The union of the cells differs from the ball by a layer of bounded thickness, which costs another $O(R^2)$. The integral of $P_2$ over the ball is zero. Hence $A(R)=O(R^2)$, and partial summation gives

$$\sum_{R_1<|\mathbf n|\le R_2}\frac{P_2}{n^3}=\frac{A(R_2)}{R_2^3}-\frac{A(R_1)}{R_1^3}+3\int_{R_1}^{R_2}\frac{A(R)}{R^4}\,dR=O\!\left(\frac1{R_1}\right).$$

So $K_R(\mathbf x)$ converges to some $K(\mathbf x)$. Apart from the integrable singularities at lattice points, $K_R$ is bounded by a polynomial in $|\mathbf x|$, uniformly in $R$. The tails of Gaussian charges suppress any polynomial, so the limit may be taken inside the integral over $\rho$.

Q: Existence is not a value. How do you evaluate a sum with a sharp edge?

A: I average it over radii. For any $\lambda>0$,

$$e^{-\lambda n^2}=\int_{|\mathbf n|}^{\infty}2\lambda R\,e^{-\lambda R^2}\,dR .$$

Multiplying by the bracket in $K_R$ and summing over $\mathbf n$ gives

$$\sum_{\mathbf n}e^{-\lambda n^2}\left[\frac1{|\mathbf x-\mathbf n|}-c_{\mathbf n}\right]=\int_0^\infty 2\lambda R\,e^{-\lambda R^2}K_R(\mathbf x)\,dR .$$

The weight on the right integrates to one and moves to large $R$ as $\lambda\to0$. Because $K_R$ converges, the right side tends to $K(\mathbf x)$. The damped sum therefore has the same limit as the sharp one.

Q: The damped sum still contains a long-range function. What now?

A: Split it with a parameter $\eta>0$:

$$\frac1r=\frac{\operatorname{erfc}(\sqrt\eta\,r)}r+f(r),\qquad f(r)=\frac{\operatorname{erf}(\sqrt\eta\,r)}r .$$

The first part is short-ranged, and its damping can simply be removed. The second is the potential of a unit Gaussian charge whose Fourier transform is $e^{-k^2/4\eta}$. Poisson's equation, $k^2\hat f=4\pi e^{-k^2/4\eta}$, gives

$$\hat f(k)=\frac{4\pi}{k^2}e^{-k^2/4\eta}.$$

For the smooth, decaying function $F(\mathbf y)=e^{-\lambda y^2}f(|\mathbf x-\mathbf y|)$, Poisson summation reads

$$\sum_{\mathbf n}F(\mathbf n)=\frac1V\sum_{\mathbf G}\hat F(\mathbf G),\qquad \hat F(\mathbf G)=\int F(\mathbf y)e^{-i\mathbf G\cdot\mathbf y}\,d^3y .$$

Writing $f$ as a Fourier integral and doing the Gaussian integral over $\mathbf y$ gives

$$\hat F(\mathbf G)=\int p_\lambda(\mathbf k+\mathbf G)\,\hat f(k)\,e^{i\mathbf k\cdot\mathbf x}\,d^3k,\qquad p_\lambda(\mathbf k)=\frac{e^{-k^2/4\lambda}}{(4\pi\lambda)^{3/2}} .$$

The function $p_\lambda$ is a normalized Gaussian that narrows as $\lambda\to0$.

For $\mathbf G\ne0$ it selects $\mathbf k=-\mathbf G$, so $\hat F(\mathbf G)\to\hat f(G)e^{-i\mathbf G\cdot\mathbf x}$. The singularity at $\mathbf k=0$ is integrable, and its weight there, proportional to $\lambda^{-3/2}e^{-G^2/4\lambda}$, vanishes. Gaussian decay in $G$ lets the limit be taken term by term. These are the reciprocal-space terms of Ewald.

Q: Then the $\mathbf G=0$ term must carry the disagreement. But $\hat f$ diverges there.

A: The divergence does not depend on $\mathbf x$. Call the term $I(\mathbf x)=\hat F(\mathbf 0)$ and subtract its value at the origin:

$$I(\mathbf x)-I(\mathbf 0)=4\pi\int p_\lambda(\mathbf k)\,e^{-k^2/4\eta}\,\frac{\cos(\mathbf k\cdot\mathbf x)-1}{k^2}\,d^3k .$$

The sine part vanished because it is odd. The fraction is bounded by $x^2/2$ in magnitude, and for small $k$ it tends to $-(\hat{\mathbf k}\cdot\mathbf x)^2/2$. As $p_\lambda$ narrows, only the average over directions survives, and for a spherical weight that average is $\langle(\hat{\mathbf k}\cdot\mathbf x)^2\rangle=x^2/3$. Hence

$$I(\mathbf x)-I(\mathbf 0)\to-2\pi\,\frac{x^2}{3} .$$

For $x=1.5$ bohr and $\eta=0.7$ bohr$^{-2}$, quadrature in real space gives $-4.583$, $-4.699$ and $-4.711$ bohr$^2$ at $\lambda=10^{-2}$, $10^{-3}$ and $10^{-4}$ bohr$^{-2}$. The limit is $-4.712$ bohr$^2$.

Q: Put the pieces together, and show that the Ewald part really has zero average.

A: Define

$$\psi(\mathbf x)=\sum_{\mathbf n}\frac{\operatorname{erfc}(\sqrt\eta|\mathbf x-\mathbf n|)}{|\mathbf x-\mathbf n|}+\frac{4\pi}V\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta}}{G^2}\cos(\mathbf G\cdot\mathbf x)-\frac{\pi}{\eta V}.$$

The cosines average to zero over a cell. The cell average of the first sum is an integral over all space, which integration by parts evaluates:

$$\frac{4\pi}V\int_0^\infty r\operatorname{erfc}(\sqrt\eta\,r)\,dr=\frac{4\pi}{V}\,\sqrt{\frac\eta\pi}\int_0^\infty r^2e^{-\eta r^2}\,dr=\frac{4\pi}V\cdot\frac1{4\eta}=\frac\pi{\eta V}.$$

The last term of $\psi$ cancels it. Therefore

$$K(\mathbf x)=\psi(\mathbf x)-\frac{2\pi x^2}{3V}+C,$$

with $C$ independent of $\mathbf x$.

The quadratic term has a direct meaning. The periodic kernel $\psi$ is the potential of unit point charges plus a uniform background of density $-1/V$. Since $\nabla^2x^2=6$, the term $-2\pi x^2/(3V)$ is the potential of a uniform density $+1/V$, up to a constant. It removes the background, which the direct sum never contained.

Q: A neutral cell has no net background. Why does anything remain after integrating over $\rho$?

A: Because the quadratic term has moments. With $\phi_E(\mathbf r)=\int\rho(\mathbf r')\psi(\mathbf r-\mathbf r')\,d^3r'$,

$$\phi_S-\phi_E=-\frac{2\pi}{3V}\int\rho(\mathbf r')\left(r^2-2\mathbf r\cdot\mathbf r'+r'^2\right)d^3r'+C\int\rho(\mathbf r')\,d^3r' .$$

Neutrality removes the $r^2$ and $C$ terms, and the other two give

$$\boxed{\phi_S(\mathbf r)=\phi_E(\mathbf r)+\frac{4\pi}{3V}\mathbf M\cdot\mathbf r-\frac{2\pi}{3V}Q .}$$

The linear term corresponds to a field $-4\pi\mathbf P/3$ with $\mathbf P=\mathbf M/V$. This is the field inside a uniformly polarized sphere: two balls of density $\pm\sigma$, displaced by $\mathbf d$, have interior potentials whose quadratic parts combine to

$$-\frac{2\pi\sigma}3\left(\left|\mathbf r-\frac{\mathbf d}2\right|^2-\left|\mathbf r+\frac{\mathbf d}2\right|^2\right)=\frac{4\pi}{3}\sigma\mathbf d\cdot\mathbf r,\qquad \mathbf P=\sigma\mathbf d .$$

The Ewald potential is periodic and has no such average field.

If the origin moves by $\mathbf a$, then $\mathbf r\to\mathbf r-\mathbf a$ and, by neutrality, $Q\to Q-2\mathbf a\cdot\mathbf M$. The changes $-4\pi\mathbf a\cdot\mathbf M/(3V)$ and $+4\pi\mathbf a\cdot\mathbf M/(3V)$ cancel, so the potential at a physical point is unaffected.

Q: What, then, is the shift of the average potential? With a linear term it seems to depend on the averaging cell.

A: It does. Over a cell with centroid $\mathbf c$, $\phi_E$ averages to zero and

$$\langle\phi_S\rangle=\frac{4\pi}{3V}\mathbf M\cdot\mathbf c-\frac{2\pi}{3V}Q .$$

For a cell centred on the origin this is $-2\pi Q/(3V)$. If $\mathbf M=0$, the shift is that same constant at every point, and any cell will serve. This constant does not require conditional convergence: for two concentric Gaussians of opposite charge and different widths the sum over cells converges absolutely, yet it still differs from $\phi_E$ by $-2\pi Q/(3V)$.

Q: And the energy? I expect $Q$ to appear there too.

A: Define the energy per cell as half the interaction of the central cell with all cells, itself included. Gaussian self-energies are the same in both recipes, and for point charges the infinite self-term is omitted from both. Then

$$E_S-E_E=\frac12\int\rho\,(\phi_S-\phi_E)\,d^3r=\frac12\left[\frac{4\pi}{3V}\mathbf M\cdot\mathbf M-\frac{2\pi}{3V}Q\int\rho\,d^3r\right].$$

The last integral is zero, so

$$\boxed{E_S=E_E+\frac{2\pi M^2}{3V}.}$$

A constant potential does no net work on a neutral cell.

Q: Let me see numbers for a cell that does not favour you by symmetry.

A: Take lattice vectors $(6,0,0)$, $(1,5,0)$ and $(0.5,1,7)$ bohr, so that $V=6\cdot5\cdot7=210$ bohr$^3$. The model cell holds three Gaussian charges, with densities proportional to $e^{-p|\mathbf r-\mathbf r_i|^2}$:

- $+2$ at $(0.5,0.5,-0.5)$ bohr, $p=2.0$ bohr$^{-2}$;
- $-1$ at $(1,0,0.5)$ bohr, $p=0.8$ bohr$^{-2}$;
- $-1$ at $(0,0.5,1)$ bohr, $p=0.5$ bohr$^{-2}$.

The dipole is

$$\mathbf M=(1,1,-1)-(1,0,0.5)-(0,0.5,1)=(0,0.5,-2.5)\ e\,\text{bohr},$$

so $M^2=0.25+6.25=6.5\ e^2\,\text{bohr}^2$. A Gaussian has variance $1/(2p)$ along each axis, so a charge $q_i$ contributes $q_i(r_i^2+3/(2p_i))$ to $Q$:

$$Q=2(0.75+0.75)-(1.25+1.875)-(1.25+3)=-4.375\ e\,\text{bohr}^2 .$$

The predicted energy difference is

$$\frac{2\pi\cdot6.5}{3\cdot210}=0.06483\ \text{hartree}=1.764\ \text{eV}.$$

The Ewald energy is $1.02671$ hartree and the direct radius-averaged sum gives $1.09154$ hartree, a difference of $0.06483$ hartree. Sharp spheres of radius 50, 100, 200 and 300 bohr give differences of $0.06493$, $0.06471$, $0.06480$ and $0.06483$ hartree. They scatter around the limit instead of approaching it from one side.

For the average potential,

$$-\frac{2\pi(-4.375)}{3\cdot210}=0.0436\ \text{hartree}/e=1.187\ \text{V},$$

and averaging the direct sum over 512 points of a centred cell also gives $0.0436$ hartree$/e$. Of $Q$, the positions contribute $1.5-1.25-1.25=-1$ and the widths $1.5-1.875-3=-3.375\ e\,\text{bohr}^2$. Because $\mathbf M\neq0$, the position part depends on the choice of origin. The average itself depends only on where the averaging cell lies relative to the charges of the central cell: moving the averaging cell can even reverse its sign, while moving the origin alone changes nothing.

At the single point $(2,1,1.5)$ bohr, $\mathbf M\cdot\mathbf r=0.5-3.75=-3.25\ e\,\text{bohr}^2$. The linear term is $-0.0648$ hartree$/e$, and the total difference is $-0.0212$ hartree$/e$. The direct sum gives $-0.2925$ and Ewald $-0.2713$ hartree$/e$, which agrees.

Q: Does an average potential matter if the energy ignores it?

A: It matters for orbital energies. Suppose $\mathbf M=0$. An electron has charge $-1$, so its potential energy shifts by the constant $v=+2\pi Q/(3V)$. In a mean-field calculation with a Gaussian basis of overlap matrix $\mathbf S$, this changes the one-electron matrix to $\mathbf F+v\mathbf S$. From $\mathbf F\mathbf c=\varepsilon\mathbf S\mathbf c$ follows

$$(\mathbf F+v\mathbf S)\mathbf c=(\varepsilon+v)\mathbf S\mathbf c .$$

Every orbital energy moves by $v$, while the orbitals and the gaps between levels stay as they were. Absolute band energies from the two recipes must therefore be aligned before they are compared.

A zero-dipole variant of the model, with $Q=-9\ e\,\text{bohr}^2$, shows the constancy: the potential difference is $0.08976$ hartree$/e$ at both points examined, as predicted. With $\mathbf M\neq0$ the spherical potential is not periodic, and it cannot be used directly in a Bloch calculation.

Q: Your cell contents look arbitrary. I could assign a cloud to the neighbouring cell and describe the same crystal.

A: Yes, and the spherical result changes. Let the cell own the copy of the last cloud displaced by plus the first lattice vector, at $(6,0.5,1)$ bohr. Then $\mathbf M$ becomes $(-6,0.5,-2.5)\ e\,\text{bohr}$ and $Q$ becomes $-40.375\ e\,\text{bohr}^2$. The Ewald energy stays at $1.02671$ hartree, because the infinite periodic density is the same. The energy difference rises to $0.4239$ hartree, in the direct sum and in the formula alike.

What changed is the finite sphere. Its interior is the same, but some clouds at the surface have been removed on one side and added on the other. That surface charge produces the extra field. The same freedom exists for products of Gaussian orbitals centred in different cells, so $\mathbf M$ and $Q$ have a value only once the assignment is fixed.

Q: If the surface matters that much, would an elongated region give yet another answer?

A: In general it would. Let the region grow as similar ellipsoids, with $\mathbf n\cdot\mathbf D\mathbf n$ replacing $n^2$ and $\mathbf D$ diagonal. The $n^{-3}$ sum still converges: between two similar ellipsoids the radial integral of $1/r$ is the same logarithm in every direction, so $P_2$ again integrates to zero. The weight $p_\lambda$ becomes a Gaussian with variances proportional to $D_a$, and the $\mathbf G=0$ step gives

$$-\frac{2\pi}V\sum_aN_ax_a^2,\qquad N_a=\left\langle\frac{k_a^2}{k^2}\right\rangle,\qquad \sum_aN_a=1 .$$

In the energy, the cross term of $(r_a-r'_a)^2$ contributes $-2M_a^2$, so

$$E-E_E=\frac{2\pi}V\sum_aN_aM_a^2 .$$

The sphere has $N_a=1/3$, which restores the earlier result. If $\mathbf M=0$, the energy is the Ewald value for every such ellipsoid.

For a spheroid twice as long along $z$, $D_x=D_y=1$ and $D_z=1/4$. Using $1/k^2=\int_0^\infty e^{-sk^2}ds$, doing the Gaussian averages with variances $D_a$, and setting $t=2s$,

$$N_z=\frac12\int_0^\infty\frac{\frac14\,dt}{(1+t/4)^{3/2}(1+t)}=\int_0^1\frac{u^2\,du}{4-3u^2}=0.17356,$$

where $u=(1+t/4)^{-1/2}$. Then $N_y=(1-N_z)/2=0.41322$, and

$$\frac{2\pi}{210}\left(0.41322\cdot0.25+0.17356\cdot6.25\right)=0.0355\ \text{hartree}.$$

The direct spheroidal sum also gives $0.0355$ hartree, against $0.0648$ for the sphere. The dipole lies mostly along the long axis, where the opposing field is weaker.

Q: So under what conditions may I use the two boxed formulas?

A: The cells must be neutral and their charge localized, the assignment of charge to cells must be fixed, and whole cells must be added in a growing sphere. If the cell has a net charge, the subtraction of $c_{\mathbf n}$ is no longer free and the potential grows as $R^2$. If single charges are cut at the sphere instead of whole cells, the sum is a different one and this derivation does not cover it. The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
Lattice vectors (bohr): [[6.0, 0.0, 0.0], [1.0, 5.0, 0.0], [0.5, 1.0, 7.0]]
Cell volume V = 210.000 bohr^3
Gaussian: charge +2.0 e, center [0.5, 0.5, -0.5] bohr, exponent 2.0 bohr^-2
Gaussian: charge -1.0 e, center [1.0, 0.0, 0.5] bohr, exponent 0.8 bohr^-2
Gaussian: charge -1.0 e, center [0.0, 0.5, 1.0] bohr, exponent 0.5 bohr^-2
Dipole M (e bohr): [0.0, 0.5, -2.5]
M^2 = 6.5000 e^2 bohr^2
Second moment Q = -4.3750 e bohr^2
Damped integral: x = 1.5 bohr, eta = 0.7 bohr^-2
  lam = 1e-02 bohr^-2: I(x)-I(0) = -4.582644 bohr^2
  lam = 1e-03 bohr^-2: I(x)-I(0) = -4.699141 bohr^2
  lam = 1e-04 bohr^-2: I(x)-I(0) = -4.711061 bohr^2
  limit -2 pi x^2/3 = -4.712389 bohr^2
Cells within 300 bohr: 538419
  R = 50 bohr: angular sum / R^2 = -0.00087 bohr^-2
  R = 100 bohr: angular sum / R^2 = 0.00149 bohr^-2
  R = 200 bohr: angular sum / R^2 = 0.00081 bohr^-2
  R = 300 bohr: angular sum / R^2 = -0.00023 bohr^-2
Kernel difference, direct sphere: -0.3715777 bohr^-1
Kernel difference, Ewald alone: -0.3266979 bohr^-1
Kernel difference, Ewald + quadratic term: -0.3715777 bohr^-1
Ewald energy per cell = 1.0267103 hartree
Spherical energy per cell = 1.0915368 hartree
Direct energy difference = 0.0648265 hartree
2 pi M^2/(3V) = 0.0648265 hartree = 1.7640 eV
  sharp sphere R = 50 bohr: energy difference 0.064930 hartree
  sharp sphere R = 100 bohr: energy difference 0.064709 hartree
  sharp sphere R = 200 bohr: energy difference 0.064797 hartree
  sharp sphere R = 300 bohr: energy difference 0.064830 hartree
Spheroid (z axis doubled): energy difference 0.035545 hartree
At [2.0, 1.0, 1.5] bohr: Ewald -0.271257, sphere -0.292451 hartree/e
  predicted difference -0.021193 hartree/e
At [-1.0, 2.0, -2.0] bohr: Ewald 0.135598, sphere 0.298911 hartree/e
  predicted difference 0.163313 hartree/e
Cell average on 512 points, sphere: 0.04364 hartree/e
Cell average, Ewald: 0.00001 hartree/e
-2 pi Q/(3V) = 0.04363 hartree/e = 1.1873 V
Electron potential-energy shift = -1.1873 eV
Zero-dipole model: clouds at +/-[1.0, 0.5, 1.0] bohr, exponents 2.0, 0.5, 0.5 bohr^-2
  Q = -9.0000 e bohr^2
  at [2.0, 1.0, 1.5] bohr: sphere - Ewald = 0.089760 hartree/e
  at [-1.0, 2.0, -2.0] bohr: sphere - Ewald = 0.089760 hartree/e
  predicted constant = 0.089760 hartree/e
Last cloud reassigned by the first lattice vector: M (e bohr) = [-6.0, 0.5, -2.5]
  Q = -40.3750 e bohr^2; Ewald energy 1.0267103 hartree
  direct energy difference 0.423865 hartree
  2 pi M^2/(3V) = 0.423866 hartree
```
